# Finite-temperature perturbation theory: a numerical check

```python
# Finite-temperature perturbation theory at fixed mean electron number nbar (atomic units).
# H(lam) = H0 + lam V, H0 = Enuc + sum eps_p p+p. mu(lam) keeps <N> = nbar. A = Omega + mu nbar.
# f: Fermi function at mu0, fb = 1-f, w = f fb, <pq||rs> antisymmetrized integrals,
# F_pq = h_pq + sum_r <pr||qr> f_r - eps_p delta_pq, Ft = F - mu1, D(x) = 1/x, D(0) = -beta/2.
# Result under test (Taylor coefficients in lam):
#  mu1 = sum F_pp w / sum w, A1 = sum F_pp f - 1/2 sum <pq||pq> f f,
#  U1 = A1 - beta sum (F_pp - mu1) eps w,
#  A2 = G = sum Ft_pq^2 f_p fb_q D + 1/4 sum <pq||rs>^2 f f fb fb D, g_t = dG/df_t,
#  mu2 = sum g w / sum w, U2 = G + G_anom - beta sum (g - mu2) eps w,
#  Omega_n = A_n - mu_n nbar, S_n/kB = beta (U_n - A_n); G_anom = zero-denominator part of G.
# Independent road: lam derivatives of thermal full CI over the whole Fock space.
import numpy as np
import scipy.sparse as sp
from scipy.optimize import brentq
from scipy.special import expit, logsumexp
from scipy.constants import physical_constants as pc
from pyscf import gto, scf, mp, fci

scf.hf.MUTE_CHKFILE = True
KB = pc['kelvin-hartree relationship'][0]
EV = pc['Hartree energy in eV'][0]
STEP, ZERO, TOL = 0.01, 1e-8, 1e-7   # TOL: stencil round-off and truncation are near 1e-9
W1 = np.array([1/280, -4/105, 1/5, -4/5, 0, 4/5, -1/5, 4/105, -1/280])
W2 = np.array([-1/560, 8/315, -1/5, 8/5, -205/72, 8/5, -1/5, 8/315, -1/560])
LAMS = STEP*np.arange(-4, 5)
NAMES = ['Omega', 'mu', 'U', 'A', 'S/kB']

def taylor(y):
    d = y - y[4]
    return np.array([y[4], W1 @ d/STEP, W2 @ d/STEP**2/2])
assert np.allclose(taylor(np.exp(3*LAMS)), [1, 3, 4.5], atol=1e-9)

def build(h, eri, eps, enuc):
    n = len(eps); dim = 4**n; st = np.arange(dim)
    pop = np.array([bin(s).count('1') for s in range(dim)])
    ann = []
    for k in range(2*n):
        s = st[(st >> k) & 1 == 1]
        sign = (-1.0)**pop[s & ((1 << k) - 1)]
        ann.append(sp.csr_matrix((sign, (s ^ (1 << k), s)), shape=(dim, dim)))
    exc = [(ann[p].T @ ann[q] + ann[p+n].T @ ann[q+n]).tocoo() for p in range(n) for q in range(n)]
    row = np.concatenate([e.row for e in exc]); col = np.concatenate([e.col for e in exc])
    val = np.concatenate([e.data for e in exc])
    lab = np.concatenate([np.full(e.nnz, i) for i, e in enumerate(exc)])
    comb = lambda c: sp.csr_matrix((c.ravel()[lab]*val, (row, col)), shape=(dim, dim))
    ham = comb(h - 0.5*np.einsum('pqqs->ps', eri))
    for i, e in enumerate(exc):
        ham = ham + 0.5*(e.tocsr() @ comb(eri[i//n, i % n]))
    es = np.concatenate([eps, eps])
    e0 = sum(es[k]*((st >> k) & 1) for k in range(2*n))
    pert = (ham - sp.diags(e0)).tocsr()
    na, nb = pop[st & (2**n - 1)], pop[st >> n]
    blocks = []
    for a in range(n+1):
        for b in range(n+1):
            idx = st[(na == a) & (nb == b)]
            blocks.append((e0[idx] + enuc, pert[idx][:, idx].toarray(), a+b))
    orb = np.arange(2*n) % n; spin = np.arange(2*n)//n
    same = (spin[:, None] == spin[None, :])*1.0
    phys = (eri[np.ix_(orb, orb, orb, orb)]*same[:, :, None, None]*same[None, None]).transpose(0, 2, 1, 3)
    return dict(eps=es, h=h[np.ix_(orb, orb)]*same, anti=phys - phys.transpose(0, 1, 3, 2), enuc=enuc,
                V=pert, E0=e0+enuc, Ndet=pop, blocks=blocks,
                N=np.concatenate([np.full(len(b[0]), b[2]) for b in blocks]))

def spectrum(s, lam):
    return np.concatenate([np.linalg.eigvalsh(np.diag(e) + lam*v) for e, v, _ in s['blocks']])

def thermal_fci(E, N, beta, nbar, mu=None):
    def logw(m):
        x = -beta*(E - m*N); z = logsumexp(x)
        return x - z, z
    if mu is None:
        mu = brentq(lambda m: np.exp(logw(m)[0]) @ (N - nbar), -60, 60, xtol=1e-15, rtol=1e-15)
    lw, z = logw(mu); p = np.exp(lw)
    return np.array([-z/beta, mu, p @ E, -z/beta + mu*nbar, -p @ lw, p @ N])

def kernel(x, beta):
    zero = np.abs(x) < ZERO
    return np.where(zero, 0.0, 1/np.where(zero, 1.0, x)), np.where(zero, -beta/2, 0.0)

def smooth_kernel(x, beta):
    y = beta*x; small = np.abs(y) < 1e-5; ys = np.where(small, 1.0, y)
    return -beta*np.where(small, 0.5 + y/6, (np.expm1(ys) - ys)/ys**2)

def orbital_pt(s, beta, nbar):
    e, a = s['eps'], s['anti']
    se = np.sort(e); k = int(np.floor(nbar))
    res = lambda m: expit(-beta*(se[k:]-m)).sum() - expit(beta*(se[:k]-m)).sum() - (nbar-k)
    mu0 = brentq(res, -60, 60, xtol=1e-15, rtol=1e-15)
    f, fb = expit(-beta*(e-mu0)), expit(beta*(e-mu0)); w = f*fb
    F = s['h'] + np.einsum('prqr,r->pq', a, f) - np.diag(e)
    d1 = e[:, None] - e[None, :]
    d2 = d1[:, None, :, None] + d1[None, :, None, :]
    (n1, z1), (n2, z2) = kernel(d1, beta), kernel(d2, beta)
    second = lambda Fm, k1, k2: f @ (Fm**2*k1) @ fb + 0.25*np.einsum('pqrs,p,q,r,s', a**2*k2, f, f, fb, fb)
    Fd = np.diag(F); mu1 = Fd @ w/w.sum(); Ft = F - mu1*np.eye(len(e))
    A1 = Fd @ f - 0.5*np.einsum('pqpq,p,q', a, f, f)
    Gn, Ga = second(Ft, n1, n2), second(Ft, z1, z2)
    D1, a2D = n1 + z1, a**2*(n2 + z2)
    g = ((Ft**2*D1) @ fb - f @ (Ft**2*D1)
         + 2*np.einsum('pq,ptqt->t', Ft*D1*np.outer(f, fb), a)
         + 0.5*np.einsum('tqrs,q,r,s->t', a2D, f, fb, fb)
         - 0.5*np.einsum('pqts,p,q,s->t', a2D, f, f, fb))
    mu2 = g @ w/w.sum()
    om0 = s['enuc'] - np.logaddexp(0, -beta*(e-mu0)).sum()/beta
    c1, c2 = -beta*((Fd-mu1)*e) @ w, -beta*((g-mu2)*e) @ w
    mu = np.array([mu0, mu1, mu2]); A = np.array([om0 + mu0*nbar, A1, Gn+Ga])
    U = np.array([s['enuc'] + e @ f, A1 + c1, Gn + 2*Ga + c2])
    return dict(tab=np.array([A - mu*nbar, mu, U, A, beta*(U-A)]), f=f, w=w, F=F, g=g, Gn=Gn, Ga=Ga,
                c1=c1, c2=c2, On=second(F, n1, n2), Oa=second(F, z1, z2), dN=-beta*Fd @ w,
                corr=lambda t: second(F, np.exp(t*d1), np.exp(t*d2)),
                smooth=lambda: second(F, smooth_kernel(d1, beta), smooth_kernel(d2, beta)))

def verify(s, spectra, beta, nbar):
    pt = orbital_pt(s, beta, nbar); mu0 = pt['tab'][1, 0]; om2 = pt['On'] + pt['Oa']
    data = np.array([thermal_fci(E, s['N'], beta, nbar) for E in spectra])
    ref = np.array([taylor(data[:, i]) for i in range(5)])
    dev = np.abs(ref - pt['tab']).max()
    assert dev < TOL
    fix = np.array([thermal_fci(E, s['N'], beta, nbar, mu0) for E in spectra])
    om, num = taylor(fix[:, 0]), taylor(fix[:, 5])
    assert abs(om[1] - pt['tab'][3, 1]) < TOL and abs(om[2] - om2) < TOL
    assert abs(num[1] - pt['dN']) < TOL and abs(num[1]) > 1e-4      # charge drifts at fixed mu0
    assert abs(ref[3, 2] - pt['Gn']) > 1e-3                          # zero-denominator terms needed
    assert abs(pt['smooth']() - om2) < 1e-10                         # detailed-balance cancellation
    x = -beta*(s['E0'] - mu0*s['Ndet']); p = np.exp(x - logsumexp(x))
    v = s['V'].tocoo(); dE = s['E0'][v.row] - s['E0'][v.col]; vav = p @ s['V'].diagonal()
    pv2 = p[v.row]*v.data**2
    assert abs(pv2 @ sum(kernel(dE, beta)) + beta/2*vav**2 - om2) < 1e-9   # sum over states
    cdet = [pv2 @ np.exp(t*beta*dE) - vav**2 for t in (0.0, 0.3, 0.8)]
    assert np.allclose(cdet, [pt['corr'](t*beta) for t in (0.0, 0.3, 0.8)], atol=1e-9, rtol=0)
    dn, db = 1e-4, 1e-4*beta      # mu_n = dA_n/dnbar and U_n = d(beta A_n)/dbeta
    Aof = lambda b, nn: orbital_pt(s, b, nn)['tab'][3]
    assert np.allclose((Aof(beta, nbar+dn) - Aof(beta, nbar-dn))/(2*dn), ref[1], atol=1e-6, rtol=0)
    assert np.allclose(((beta+db)*Aof(beta+db, nbar) - (beta-db)*Aof(beta-db, nbar))/(2*db),
                       ref[2], atol=1e-6, rtol=0)
    return pt, ref, dev, om, num, cdet

fmt = lambda v, d=6: ' '.join(f'{x:.{d}f}' for x in v)
unit = lambda nm: '(1)' if nm == 'S/kB' else 'Eh'
R, NB = 1.6, 4
mol = gto.M(atom=f'Li 0 0 0; H 0 0 {R}', basis='sto-3g', verbose=0)
mf = scf.RHF(mol); mf.chkfile = None; mf.conv_tol = 1e-12; mf.conv_tol_grad = 1e-8; mf.kernel()
assert mf.converged
C = mf.mo_coeff; n = C.shape[1]
eri = np.einsum('abcd,ap,bq,cr,ds->pqrs', mol.intor('int2e'), C, C, C, C, optimize=True)
lih = build(C.T @ mf.get_hcore() @ C, eri, mf.mo_energy, mol.energy_nuc())
spectra = [spectrum(lih, l) for l in LAMS]; full = spectrum(lih, 1.0)
efci = fci.FCI(mf).kernel()[0]; emp2 = mp.MP2(mf).kernel()[0]
assert abs(full[lih['N'] == NB].min() - efci) < 1e-8
print(f'LiH STO-3G: R = {R} Angstrom, nbar = {NB}, determinants = {len(full)}')
print(f'kB = {KB:.6e} Eh/K, lambda step = {STEP}')
print(f'E_nuc = {mol.energy_nuc():.6f} Eh, E_RHF = {mf.e_tot:.6f} Eh')
print(f'E_MP2 corr = {emp2:.6f} Eh, E_FCI(N=4) = {efci:.6f} Eh')
print('eps (Eh):', fmt(mf.mo_energy))
T = 1e5; beta = 1/(KB*T)
pt, ref, dev, om, num, cdet = verify(lih, spectra, beta, NB)
print(f'--- T = {T:.0f} K, beta = {beta:.6f} 1/Eh')
print('f_p (1):', fmt(pt['f'][:n]))
print('w_p (1):', fmt(pt['w'][:n]))
print('F_pp (Eh):', fmt(np.diag(pt['F'])[:n]))
print('g_p (Eh):', fmt(pt['g'][:n]))
print(f"sum w = {pt['w'].sum():.6f}, sum F_pp w = {np.diag(pt['F']) @ pt['w']:.6f} Eh, sum g w = {pt['g'] @ pt['w']:.6f} Eh")
print(f"C(0.3 beta): orbitals {pt['corr'](0.3*beta):.8f}, determinants {cdet[1]:.8f} Eh^2")
print(f"fixed mu0 Omega_2: normal {pt['On']:.6f}, anomalous {pt['Oa']:.6f} Eh")
print(f"fixed mu0 Omega_2: total {pt['On']+pt['Oa']:.8f}, FCI {om[2]:.8f} Eh")
print(f"fixed mu0 dN/dlambda: formula {pt['dN']:.8f}, FCI {num[1]:.8f} electrons")
print(f"G normal = {pt['Gn']:.6f} Eh, G anomalous = {pt['Ga']:.6f} Eh")
print(f"occupation-response terms: U1 {pt['c1']:.6f} Eh, U2 {pt['c2']:.6f} Eh")
for i, nm in enumerate(NAMES):
    print(f'{nm} orders 0 1 2 formula {unit(nm)}:', fmt(pt['tab'][i], 8))
    print(f'{nm} orders 0 1 2 FCI     {unit(nm)}:', fmt(ref[i], 8))
print(f'largest deviation = {dev:.1e}')
print('Omega2 mu2 U2 (eV):', fmt(pt['tab'][:3, 2]*EV, 4))
ex = thermal_fci(full, lih['N'], beta, NB)
for i, nm in enumerate(NAMES):
    t = pt['tab'][i]
    print(f'{nm} {unit(nm)}: to 1st {t[:2].sum():.6f}, to 2nd {t.sum():.6f}, FCI(lambda=1) {ex[i]:.6f}')
for T in (3e4, 1e6):
    beta = 1/(KB*T); p2, r2, dev = verify(lih, spectra, beta, NB)[:3]
    print(f'--- T = {T:.0f} K, beta = {beta:.6f} 1/Eh, largest deviation = {dev:.1e}')
    for i in range(3):
        print(f'{NAMES[i]} orders 0 1 2 (Eh):', fmt(p2['tab'][i]))

def rs_second_order(s, det):
    r = s['V'][det].tocoo(); d = s['E0'][det] - s['E0'][r.col]
    return r.data**2 @ kernel(d, 0.0)[0]
T = 1e3; cold = orbital_pt(lih, 1/(KB*T), NB)['tab']
hf_det = 3 | (3 << n)
ean, ecat = rs_second_order(lih, hf_det | 4), rs_second_order(lih, hf_det ^ 2)
assert abs(cold[2, :2].sum() - mf.e_tot) < 1e-8 and abs(cold[2, 2] - emp2) < 1e-8
assert abs(cold[1, 2] - 0.5*(ean - ecat)) < 1e-8
print(f'--- T = {T:.0f} K: U0+U1 = {cold[2, :2].sum():.8f} Eh, U2 = {cold[2, 2]:.8f} Eh')
print(f'E2(N+1) = {ean:.8f} Eh, E2(N-1) = {ecat:.8f} Eh')
print(f'mu2 = {cold[1, 2]:.8f} Eh, half difference = {0.5*(ean-ecat):.8f} Eh')

rng = np.random.default_rng(7); em = np.array([-0.5, 0.0, 0.0, 0.5])
L = rng.normal(0, 0.15, (5, 4, 4)); L = (L + L.transpose(0, 2, 1))/2
hm = rng.normal(0, 0.1, (4, 4)); hm = (hm + hm.T)/2 + np.diag(em)
model = build(hm, np.einsum('kpq,krs->pqrs', L, L), em, 0.0)
bm, nm_ = 4.0, 3.3
p3, r3, dev = verify(model, [spectrum(model, l) for l in LAMS], bm, nm_)[:3]
print(f'--- model: eps (Eh) {fmt(em, 1)}, nbar = {nm_}, beta = {bm} 1/Eh')
print(f"F between degenerate orbitals = {p3['F'][1, 2]:.6f} Eh, largest deviation = {dev:.1e}")
print('Omega2 mu2 U2 (Eh):', fmt(p3['tab'][:3, 2]))
Gb = [orbital_pt(model, b, nm_)['tab'][3, 2] for b in (50.0, 100.0, 200.0)]
s1, s2 = (Gb[1]-Gb[0])/50, (Gb[2]-Gb[1])/100
assert abs(s1 - s2) < 1e-7 and s2 < -1e-5
print('A2 at beta = 50 100 200 1/Eh (Eh):', fmt(Gb))
print(f'slope dA2/dbeta = {s2:.8f} Eh^2')
print('PASS')
```

It prints:

```
LiH STO-3G: R = 1.6 Angstrom, nbar = 4, determinants = 4096
kB = 3.166812e-06 Eh/K, lambda step = 0.01
E_nuc = 0.992207 Eh, E_RHF = -7.861865 Eh
E_MP2 corr = -0.012904 Eh, E_FCI(N=4) = -7.882324 Eh
eps (Eh): -2.348762 -0.285271 0.078217 0.163941 0.163941 0.547708
--- T = 100000 K, beta = 3.157750 1/Eh
f_p (1): 0.998092 0.436301 0.197184 0.157800 0.157800 0.052824
w_p (1): 0.001904 0.245942 0.158302 0.132899 0.132899 0.050033
F_pp (Eh): 0.027512 0.014079 0.009499 -0.027688 -0.027688 -0.166182
g_p (Eh): 0.337867 -0.028698 -0.090925 -0.103224 -0.103224 -0.220049
sum w = 1.443961, sum F_pp w = -0.021311 Eh, sum g w = -0.118509 Eh
C(0.3 beta): orbitals 0.08994398, determinants 0.08994398 Eh^2
fixed mu0 Omega_2: normal -0.017683, anomalous -0.127095 Eh
fixed mu0 Omega_2: total -0.14477805, FCI -0.14477805 Eh
fixed mu0 dN/dlambda: formula 0.06729428, FCI 0.06729428 electrons
G normal = -0.017683 Eh, G anomalous = -0.126598 Eh
occupation-response terms: U1 0.041840 Eh, U2 0.065905 Eh
Omega orders 0 1 2 formula Eh: -3.72781125 -3.55060481 0.18400806
Omega orders 0 1 2 FCI     Eh: -3.72781125 -3.55060481 0.18400806
mu orders 0 1 2 formula Eh: -0.36640096 -0.01475859 -0.08207238
mu orders 0 1 2 FCI     Eh: -0.36640096 -0.01475859 -0.08207238
U orders 0 1 2 formula Eh: -3.75309190 -3.56779943 -0.20497486
U orders 0 1 2 FCI     Eh: -3.75309190 -3.56779943 -0.20497486
A orders 0 1 2 formula Eh: -5.19341510 -3.60963917 -0.14428147
A orders 0 1 2 FCI     Eh: -5.19341510 -3.60963917 -0.14428147
S/kB orders 0 1 2 formula (1): 4.54818094 0.13211945 -0.19165458
S/kB orders 0 1 2 FCI     (1): 4.54818094 0.13211945 -0.19165458
largest deviation = 2.5e-11
Omega2 mu2 U2 (eV): 5.0071 -2.2333 -5.5777
Omega Eh: to 1st -7.278416, to 2nd -7.094408, FCI(lambda=1) -7.185076
mu Eh: to 1st -0.381160, to 2nd -0.463232, FCI(lambda=1) -0.432304
U Eh: to 1st -7.320891, to 2nd -7.525866, FCI(lambda=1) -7.469215
A Eh: to 1st -8.803054, to 2nd -8.947336, FCI(lambda=1) -8.914291
S/kB (1): to 1st 4.680300, to 2nd 4.488646, FCI(lambda=1) 4.563189
--- T = 30000 K, beta = 10.525834 1/Eh, largest deviation = 1.3e-10
Omega orders 0 1 2 (Eh): -3.796140 -3.572613 -0.072750
mu orders 0 1 2 (Eh): -0.137628 -0.003432 -0.004252
U orders 0 1 2 (Eh): -4.134544 -3.584369 0.080783
--- T = 1000000 K, beta = 0.315775 1/Eh, largest deviation = 2.3e-11
Omega orders 0 1 2 (Eh): -14.658335 -2.701000 -0.062003
mu orders 0 1 2 (Eh): -2.514540 -0.221010 -0.006658
U orders 0 1 2 (Eh): -0.937327 -3.650813 -0.169517
--- T = 1000 K: U0+U1 = -7.86186477 Eh, U2 = -0.01290410 Eh
E2(N+1) = -0.01490248 Eh, E2(N-1) = -0.02626874 Eh
mu2 = 0.00568313 Eh, half difference = 0.00568313 Eh
--- model: eps (Eh) -0.5 0.0 0.0 0.5, nbar = 3.3, beta = 4.0 1/Eh
F between degenerate orbitals = 0.074300 Eh, largest deviation = 3.1e-11
Omega2 mu2 U2 (Eh): 0.050590 -0.058489 -0.255518
A2 at beta = 50 100 200 1/Eh (Eh): -1.041316 -2.004628 -3.931251
slope dA2/dbeta = -0.01926623 Eh^2
PASS
```
